# Why Forward Intramodal Brillouin Scattering Modulates Phase Instead of Amplifying Exponentially

**Question.** A pump at frequency $\omega_0$ and a weak Stokes seed at $\omega_0-\Omega$ travel forward in the same mode of a waveguide. Their beat drives an acoustic vibration of frequency $\Omega$, which scatters pump light into the Stokes line. More Stokes light should make a stronger beat, a stronger vibration and still more Stokes light. Why does this loop not give exponential growth, as it does in backward scattering?

**Answer.** The loop has a second branch. The vibration that feeds the Stokes line also feeds the anti-Stokes line at $\omega_0+\Omega$, and what matters is the effect of both lines on the intensity beat that drives the vibration.

### One phonon serves both lines

Near $\omega_0$, with group velocity $v_g$ and dispersion $\beta_2$, the optical wavevector is

$$k(\omega_0\pm\Omega)=k_0\pm\frac{\Omega}{v_g}+\frac{\beta_2\Omega^2}{2}.$$

Stokes scattering emits a phonon of wavevector $q_S=k_0-k(\omega_0-\Omega)$. Anti-Stokes scattering absorbs one of wavevector $q_{AS}=k(\omega_0+\Omega)-k_0$. Hence

$$q_S=\frac{\Omega}{v_g}-\frac{\beta_2\Omega^2}{2},\qquad q_{AS}=\frac{\Omega}{v_g}+\frac{\beta_2\Omega^2}{2},\qquad q_{AS}-q_S=\beta_2\Omega^2 .$$

With weak dispersion, the same phonon serves both processes.

Backward scattering is different. A pump of wavevector $k$ and a Stokes wave of wavevector $-k$ create a phonon of wavevector about $2k$. If the pump absorbed that phonon, the light would need wavevector $3k$, whereas the mode offers $\pm k$. The mismatch is at least $2k$, the anti-Stokes branch is closed, and the Stokes wave grows exponentially until the pump is depleted.

### The vibration changes phase, not intensity

Write the optical envelope as

$$A(z,\tau)=\sum_n a_n(z)e^{-in\Omega\tau},\qquad \tau=t-z/v_g,$$

with $|A|^2$ in watts. The pump is $n=0$, Stokes $n=-1$, anti-Stokes $n=+1$. Neglect dispersion, optical loss and corrections of relative order $\Omega/\omega_0$ for now. The vibration changes the effective index by a real amount, and so adds a real phase $\theta$ per unit length:

$$\partial_zA=i\theta A .$$

The intensity then obeys

$$\partial_z|A|^2=A^*(i\theta A)+A(-i\theta A^*)=0 .$$

This holds at each $\tau$, for any real $\theta$. The intensity pattern, including the beat that drives the vibration, is therefore the same at every $z$. In a uniform guide whose vibration responds locally, an unchanged drive gives an unchanged steady vibration, and

$$A(z,\tau)=A(0,\tau)\,e^{i\theta(\tau)z}.$$

The guide adds pure phase modulation, whose depth grows linearly with length. The output need not be purely phase-modulated light, because an intensity beat present at the input survives.

The local response is justified because the phonon is near cutoff and hardly moves along the guide. For the example below, the simple dispersion law $\Omega^2=\Omega_c^2+c^2q^2$, with cutoff $\Omega_c$ and $c=8400$ m/s, gives an axial speed of about 1 m/s and a travel of about 30 nm in one energy lifetime. In a real guide the speed, and even its sign, depends on the cross-section and the acoustic mode, so this is only an order-of-magnitude estimate. Such a distance is negligible beside the centimetres over which the light changes.

### The same result, line by line

Model the vibration as a damped oscillator with resonance $\Omega_B$ and full linewidth $\Gamma$ (both angular):

$$\ddot\theta+\Gamma\dot\theta+\Omega_B^2\theta=\frac{G\Gamma\Omega_B}{2}|A|^2 .$$

Let $I_1$ and $\theta_1$ be the coefficients of $e^{-i\Omega\tau}$ in $|A|^2$ and $\theta$. Then

$$(\Omega_B^2-\Omega^2-i\Gamma\Omega)\,\theta_1=\frac{G\Gamma\Omega_B}{2}I_1 ,$$

and on resonance, $\Omega=\Omega_B$,

$$\theta_1=\frac{i}{\Gamma\Omega_B}\,\frac{G\Gamma\Omega_B}{2}I_1=\frac{iG}{2}I_1 .$$

The static part of $\theta$ gives all lines a common phase, which is dropped.

Take a strong pump with $a_0=\sqrt P$ real, and define $s=a_{-1}$ and $c=a_{+1}^*$. To first order in the sidebands,

$$I_1=a_0a_{-1}^*+a_{+1}a_0^*=\sqrt P\,(s+c)^* .$$

Matching frequencies in $\partial_zA=i\theta A$ gives $a_{-1}'=i\theta_1^*a_0$ and $a_{+1}'=i\theta_1a_0$. Insert $\theta_1$, conjugate the second equation, and set $g=GP/2$:

$$s'=g(s+c),\qquad c'=-g(s+c).$$

If the anti-Stokes line is removed, $c=0$ and $s'=gs$, so the Stokes power grows as $e^{2gz}=e^{GPz}$. This identifies $G$ as the Stokes-only power gain coefficient.

With both lines present, adding the equations gives $(s+c)'=0$. The Stokes line strengthens the beat at the same rate as the anti-Stokes line cancels it. The right-hand sides are then constant, and for a Stokes seed, $c(0)=0$,

$$s(z)=s_0\left(1+\frac{GPz}{2}\right),\qquad c(z)=-s_0\frac{GPz}{2}.$$

The seed is still amplified, but its amplitude grows linearly and its power quadratically. With $x=GPz/2$, the power gain is $1+2x+x^2$, while the exponential is $1+2x+2x^2+\dots$ The initial slopes agree, so a short guide hardly distinguishes the two laws.

### Strong tones and the energy balance

For input powers $P_0$ and $P_s$ of any ratio, $A(0,\tau)=\sqrt{P_0}+\sqrt{P_s}\,e^{i\Omega\tau}$ and $I_1=\sqrt{P_0P_s}$. The oscillating phase is

$$\theta z=2\,\mathrm{Re}\!\left[\frac{iG}{2}\sqrt{P_0P_s}\,e^{-i\Omega\tau}\right]z=\xi\sin\Omega\tau,\qquad \xi=G\sqrt{P_0P_s}\,z .$$

Using $e^{i\xi\sin\Omega\tau}=\sum_mJ_m(\xi)e^{im\Omega\tau}$ and collecting the terms in $e^{-in\Omega\tau}$,

$$a_n=\sqrt{P_0}\,J_{-n}(\xi)+\sqrt{P_s}\,J_{-n-1}(\xi).$$

Growth of the Stokes line thus ends in a comb of sidebands. The power in each line stays bounded, while for large $\xi$ the width of the comb grows in proportion to $\xi$. For small $\xi$, $J_1\approx\xi/2$ and $J_0\approx1$ return the linear law.

The damped vibration still consumes energy, which comes from a net red shift of the light. Each line contributes its order $n$ weighted by its power, and $i\partial_\tau$ multiplies line $n$ by $n\Omega$. Writing $\langle\cdot\rangle$ for the average over a beat period and $\phi=\xi\sin\Omega\tau$,

$$\sum_n n|a_n|^2=\frac{1}{\Omega}\langle A^*i\partial_\tau A\rangle=-P_s-\frac{1}{\Omega}\langle|A|^2\dot\phi\rangle .$$

Here $\dot\phi=\xi\Omega\cos\Omega\tau$, and the oscillating part of $|A|^2$ is $2\sqrt{P_0P_s}\cos\Omega\tau$. Since $\langle\cos^2\Omega\tau\rangle=1/2$,

$$\sum_n n|a_n|^2=-P_s-GP_0P_sz .$$

Each downward step of one order creates one phonon, so phonons are made at a constant rate per length. To leading order in $\Omega/\omega_0$, they receive the power $(\Omega/\omega_0)GP_0P_sz$.

### When exponential growth returns

Sharing a phonon is not sufficient by itself: the sidebands must also keep their phase relation to the pump. Dispersion adds $i\delta n^2a_n$ to $a_n'$, with $\delta=\beta_2\Omega^2/2$, so

$$s'=(g+i\delta)s+gc,\qquad c'=-gs-(g+i\delta)c .$$

The matrix has zero trace, so its eigenvalues are $\pm\lambda$, with

$$\lambda^2=(g+i\delta)^2-g^2=2ig\delta-\delta^2 .$$

For $|\delta|\ll g$, $\lambda^2\approx2ig\delta$, and the growth rate is $|\mathrm{Re}\,\lambda|\approx\sqrt{g|\delta|}$. Dispersion turns part of the phase modulation into intensity modulation, and the beat can then feed itself. For $|\delta|\ll g$, pure phase modulation therefore needs $\sqrt{g|\delta|}\,L\ll1$. In general it also needs $|\delta|L\ll1$, since dispersion alone shifts the beat by $\delta L$. For $|\delta|\gg g$,

$$\lambda=i\delta\sqrt{1-\frac{2ig}{\delta}}\approx i\delta+g ,$$

and the ordinary Stokes gain $e^{2gz}$ is recovered.

### Numbers for a silicon waveguide

Take rough typical values for a suspended silicon rib near 1550 nm: $G=1000\ \mathrm{W^{-1}m^{-1}}$, a 4.3 GHz phonon, pump 50 mW, seed 0.05 mW and length 3 cm. Then

$$g=\frac{1000\times0.050}{2}=25\ \mathrm{m^{-1}},\qquad gL=25\times0.03=0.75 .$$

The Stokes power gain is $(1+0.75)^2=3.06$, or 4.9 dB. The anti-Stokes output is $0.75^2=0.56$ of the seed power. At the same $G$, $P$ and $L$, exponential growth would give $e^{1.5}=4.48$, or 6.5 dB. The gap widens with length: at 10 cm the two weak-seed laws give 12 and 148.

The photon budget closes. The Stokes line gains 2.06 photons per seed photon and the anti-Stokes line gains 0.56, leaving $2.06-0.56=1.50=GPL$ net phonons. They receive 1.7 nW. The modulation index is

$$\xi=1000\sqrt{0.050\times5\times10^{-5}}\times0.03=0.047\ \mathrm{rad}.$$

For $\beta_2=1\ \mathrm{ps^2/m}$, the forward mismatch $\beta_2\Omega^2$ is $7.3\times10^{-4}\ \mathrm{m^{-1}}$, against at least $2.3\times10^7\ \mathrm{m^{-1}}$ for the anti-Stokes branch in backward scattering. The dispersive growth rate is $0.096\ \mathrm{m^{-1}}$, which corresponds to a length of about 10 m. Over 3 cm the product is $0.0955\times0.03\approx0.003$, well inside the phase-modulation regime. Reaching $\delta=g$ would take $\beta_2\approx7\times10^4\ \mathrm{ps^2/m}$.

### What a real guide changes

Real silicon guides have optical loss, and their acoustic resonance can drift along the length as the cross-section varies. A steady drift of one full linewidth from end to end, centred on the drive frequency, by itself lowers the ideal gain from 3.06 to about 2.5. It leaves the intensity beat unchanged, because $\theta$ is still real. The figures below assume no such drift. Each effect below is added alone to the ideal Stokes gain of 3.06, again with rough typical coefficients.

- **Linear loss** of 0.2 dB/cm lowers the gain to 2.52. All lines lose the same fraction, so the relative depth of the intensity beat is unchanged.
- **Two-photon absorption** lowers the gain to 2.77 and does alter the beat. From $\partial_zI=-\beta I^2$, the mean obeys $I_0'=-\beta I_0^2$ and a weak beat obeys $I_1'=-2\beta I_0I_1$. Their ratio therefore falls as $1/(1+\beta PL)$. With $\beta=28\ \mathrm{W^{-1}m^{-1}}$, $\beta PL=0.042$ and the ratio is 0.96.
- **Free carriers** lower the gain to 2.53, for a 2 ns lifetime and a mode area of $0.25\ \mu\mathrm{m}^2$. They absorb light, and their index response also opposes the phonon. For a lifetime much longer than the beat period, $\dot N\propto|A|^4$ gives a density harmonic $N_1\propto+iI_1$. Carriers reduce the index, so their phase contribution is $\propto-iI_1$, opposite to the phonon's $+iGI_1/2$.
- **The Kerr effect** raises the gain slightly, to 3.07. It is also a real index change and leaves the beat depth unchanged.

With these effects and dispersion together, the gain is 1.96, or 2.9 dB, about 36% below the ideal value. This figure depends strongly on the assumed coefficients: it becomes 2.06 for a 1 ns carrier lifetime, 1.46 for 10 ns, and 1.65 for $\beta=50\ \mathrm{W^{-1}m^{-1}}$. The beat depth still leaves at 0.96 of its input value. Loss that treats both sidebands alike thus changes the size of the amplification considerably, but it does not restore the feedback needed for exponential growth. Loss that favours one sideband is different. An extra power loss $\kappa$ per length on the anti-Stokes line alone spoils the cancellation and gives $\lambda^2+\kappa\lambda/2-g\kappa/2=0$, which has a positive root, so the Stokes line again grows exponentially.

Thermal vibrations do not restore it either. They too add a real $\theta$, so with a pump alone at the input they write phase noise but no beat, and the light does not amplify them. At 300 K the estimated thermal Stokes power is 2.2 nW, small beside the 0.05 mW seed. The numerical output lists the remaining values.

## Values computed for the example and the checks

```
EXAMPLE INPUTS (rough typical silicon rib values)
wavelength 1550 nm, length 3 cm
gain coefficient G = 1000 1/(W m)
pump 50 mW, Stokes seed 0.05 mW
phonon 4.3 GHz, width 5 MHz, Q = 860
group index 4.0, mode index 2.8
beta2 = 1.0 ps^2/m, loss 0.2 dB/cm
mode area 0.25 um^2
two-photon coefficient 28.0 1/(W m)
Kerr coefficient 73.0 1/(W m)
carrier lifetime 2 ns, temperature 300 K
IDEAL RESULTS
g = G P/2 = 25.0 1/m, G P L = 1.50
Stokes out/seed, linear law = 3.0625 (4.86 dB)
Stokes out/seed, integrated = 3.0598
anti-Stokes out/seed, linear law = 0.5625
anti-Stokes out/seed, integrated = 0.5618
Stokes out/seed if exponential = 4.4817 (6.51 dB)
net phonons per seed photon = 1.5000
phase-modulation index xi = 0.0474 rad
power given to phonons = 1.667 nW
weak-seed gain at 1 cm: linear-amplitude 1.56, exponential 1.65
weak-seed gain at 3 cm: linear-amplitude 3.06, exponential 4.48
weak-seed gain at 10 cm: linear-amplitude 12.25, exponential 148.41
PHASE MATCHING AND DISPERSION
phonon wavevector = 360.5 1/m
forward mismatch beta2 Omega^2 = 7.30e-04 1/m
backward mismatch, at least 2k = 2.27e+07 1/m
dispersive growth rate = 0.0955 1/m
length for dispersive growth = 10.5 m
beta2 needed for delta = g: 6.85e+04 ps^2/m
NEGLECTED EFFECTS: Stokes out/seed; beat depth out/in
linear loss: 2.5166; 1.00000
two-photon absorption: 2.7698; 0.95973
free carriers: 2.5331; 0.99994
Kerr effect: 3.0717; 1.00000
dispersion: 3.0598; 1.00000
all five together: 1.9640; 0.96364
phonon axial speed = 0.94 m/s
phonon travel in one energy lifetime = 30.0 nm
Omega/omega0 = 2.22e-05
size of its effect, (Omega/omega0) G P L = 3.3e-05
thermal phonon number = 1453
thermal Stokes power = 2.20 nW
```
